# Uniform Pseudomagnetic Field in Graphene from a Triaxial Displacement

## The decision that hangs on the result

Anyone who sets up a calculation of strained graphene with pseudo-Landau levels must fix two things first: along which crystal directions the sheet is pulled, and whether the two sublattices may shift against each other before the hoppings are assigned. The first choice can turn the field from its largest value to zero at the same strain. The second changes it by about 40 % in the example below. These notes derive both factors and the displacement that makes the field uniform.

## Lattice and conventions

The sheet is flat. The x axis runs along a zigzag row, \(a\) is the bond length, and the vectors from an A atom to its B neighbours are

\[
\delta_1=a(0,1),\quad \delta_{2}=a(\tfrac{\sqrt3}{2},-\tfrac12),\quad \delta_{3}=a(-\tfrac{\sqrt3}{2},-\tfrac12).
\]

With nearest-neighbour hoppings \(t_n\), the A–B element of the Hamiltonian is \(h(k)=-\sum_n t_n e^{ik\cdot\delta_n}\). At the valley point \(K=(4\pi/(3\sqrt3a),0)\) the phases \(K\cdot\delta_n\) are \(0,\ 2\pi/3,\ -2\pi/3\). Write \(\omega=e^{2\pi i/3}\), so that \(\omega+\omega^*=-1\) and \(\omega-\omega^*=i\sqrt3\). The phase factors \(f_n=(1,\omega,\omega^*)\) satisfy

\[
\sum_n f_n=0,\qquad
\sum_n f_n\delta_n=a\left(\tfrac{\sqrt3}{2}(\omega-\omega^*),\,1-\tfrac12(\omega+\omega^*)\right)=\tfrac{3a}{2}(i,1).
\]

For equal hoppings \(t\) and \(k=K+q\) with small \(q\),

\[
h=-it\,\tfrac{3a}{2}(iq_x+q_y)=\hbar v(q_x-iq_y),\qquad \hbar v=\tfrac32 at .
\]

The hopping depends on the bond length \(b\) as \(t\exp[-\beta(b/a-1)]\). Strain is kept to first order, and products of strain and \(q\), which make the velocity depend on position, are dropped. Both omissions are sized later.

## Bond strains and the sublattice shift

Let \(u\) be the displacement and \(\varepsilon_{ij}=\frac12(\partial_iu_j+\partial_ju_i)\) the strain, slowly varying on the scale of \(a\). If atoms followed \(u\) alone, bond \(n\) would stretch by the fraction \(S_n=\delta_n\cdot\varepsilon\cdot\delta_n/a^2\):

\[
S_1=\varepsilon_{yy},\qquad S_{2,3}=\tfrac34\varepsilon_{xx}+\tfrac14\varepsilon_{yy}\mp\tfrac{\sqrt3}{2}\varepsilon_{xy}.
\]

Strain also lets sublattice B shift by a vector \(d\) relative to A, which adds \(\lambda_n=\delta_n\cdot d/a^2\) to each fraction. Symmetry forbids such a shift for isotropic strain, so take traceless strain. Then \(\sum_nS_n=\frac32{\rm tr}\,\varepsilon=0\), and \(\sum_n\lambda_n=0\) because \(\sum_n\delta_n=0\).

The shift follows from a force model. The Keating energy penalizes changes of squared bond lengths and of scalar products between bonds \(r_n\) that share an atom. With \(p\) the ratio of angle to bond stiffness, and a factor 2 because angles occur at both A and B atoms,

\[
W\propto\sum_n(r_n^2-a^2)^2+2p\sum_{m<n}(r_m\cdot r_n+\tfrac12a^2)^2 .
\]

To first order \(r_n^2-a^2=2a^2(S_n+\lambda_n)\). For a pair \(m,n\) with third bond \(k\), use \(\delta_m+\delta_n=-\delta_k\). Squaring this relation with \(\varepsilon\) in between gives \(2\delta_m\cdot\varepsilon\cdot\delta_n=a^2(S_k-S_m-S_n)=2a^2S_k\), and the shift contributes \(-a^2\lambda_k\). Therefore

\[
W\propto\sum_n\left[4(S_n+\lambda_n)^2+2p(2S_n-\lambda_n)^2\right].
\]

Any three numbers with zero sum can be written as \(\delta_n\cdot d/a^2\). Each term may thus be minimized separately, since the resulting \(\lambda_n\propto S_n\) also sum to zero:

\[
8(S_n+\lambda_n)-4p(2S_n-\lambda_n)=0
\;\Rightarrow\;
S_n+\lambda_n=\kappa S_n,\quad \kappa=\frac{3p}{2+p}.
\]

Relaxation multiplies the traceless bond strain by \(\kappa\).

The ratio \(p\) follows from Poisson's ratio \(\nu\). For \(\varepsilon={\rm diag}(\eta,-\eta)\) one has \(\sum S_n^2=\frac32\eta^2\) and \(2S_n-\lambda_n=(3-\kappa)S_n=6S_n/(2+p)\), so

\[
W\propto\tfrac32\eta^2\,\frac{36p^2+72p}{(2+p)^2}=\frac{54p}{2+p}\eta^2 .
\]

For isotropic strain \(\eta\), the three bond terms give \(12\eta^2\) and the angle terms \(6p\eta^2\), together \(6(2+p)\eta^2\). The elastic energy densities of these two strains are \(2\mu\eta^2\) and \(2K_2\eta^2\), with \(\mu\) the shear modulus and \(K_2\) the two-dimensional bulk modulus. Hence

\[
\frac{\mu}{K_2}=\frac{9p}{(2+p)^2}=\frac{1-\nu}{1+\nu}.
\]

For \(\nu=0.17\) the smaller root is \(p=0.488\), giving \(\kappa=0.588\). The other root, \(4/p\approx8.2\), would make bending stiffer than stretching and is discarded. The value of \(\kappa\) belongs to this force model; setting \(\kappa=1\) describes atoms that follow \(u\) without relaxing.

## From strain to vector potential

The hopping change \(\delta t_n=-t\beta(S_n+\lambda_n)\) adds \(t\beta\sum_nf_n(S_n+\lambda_n)\) to \(h\). The isotropic part drops out because \(\sum f_n=0\). For the rest,

\[
\sum_nf_nS_n=\varepsilon_{yy}-\tfrac12\left(\tfrac32\varepsilon_{xx}+\tfrac12\varepsilon_{yy}\right)-\tfrac{\sqrt3}{2}\varepsilon_{xy}(\omega-\omega^*)
=-\tfrac34(\varepsilon_{xx}-\varepsilon_{yy})-\tfrac{3i}{2}\varepsilon_{xy}.
\]

Multiply by \(t\beta\kappa\) and take out \(\hbar v=3at/2\):

\[
h=\hbar v\left[\left(q_x-\tfrac{\beta\kappa}{2a}(\varepsilon_{xx}-\varepsilon_{yy})\right)-i\left(q_y+\tfrac{\beta\kappa}{a}\varepsilon_{xy}\right)\right].
\]

An electron of charge \(-e\) in a vector potential \(A\) has \(q\to q+eA/\hbar\). Comparison gives

\[
\frac{eA}{\hbar}=-\frac{\beta\kappa}{2a}\left(\varepsilon_{xx}-\varepsilon_{yy},\,-2\varepsilon_{xy}\right),
\]

and the field \(B=\partial_xA_y-\partial_yA_x\) is

\[
B=\frac{\hbar\beta\kappa}{2ea}\left[2\partial_x\varepsilon_{xy}+\partial_y(\varepsilon_{xx}-\varepsilon_{yy})\right].
\]

Uniform traceless strain moves the Dirac points but makes no field; a gradient is needed.

At \(K'=-K\) the phases are conjugated, so \(h'(q)=[h(-q)]^*=-\hbar v[(q_x-eA_x/\hbar)+i(q_y-eA_y/\hbar)]\). The vector potential enters with the opposite sign, and so does the field. Time reversal is therefore preserved, unlike in a real magnetic field.

Positions here label atoms in the undeformed sheet. In laboratory coordinates the momentum also acquires a term proportional to \(\nabla(K\cdot u)\). Its curl is zero, so it adds no field.

## The displacement that makes the field uniform

Put \(z=x+iy\), \(w=u_x+iu_y\) and \(\partial_{\bar z}=\frac12(\partial_x+i\partial_y)\). Then

\[
2\partial_{\bar z}w=(\partial_x+i\partial_y)(u_x+iu_y)=\varepsilon_{xx}-\varepsilon_{yy}+2i\varepsilon_{xy}.
\]

Applying \(\partial_x+i\partial_y\) once more gives \(4\partial_{\bar z}^2w\), whose imaginary part is the bracket in \(B\). Thus

\[
B=\frac{2\hbar\beta\kappa}{ea}\,{\rm Im}\,\partial_{\bar z}^2w .
\]

A displacement quadratic in the coordinates has constant second derivatives and hence a uniform field. Its general homogeneous form is \(w=C_1z^2+C_2z\bar z+C_3\bar z^2\), and since \(\partial_{\bar z}^2w=2C_3\), the first two terms make no field.

Turning a displacement pattern by an angle \(\phi\) replaces \(w(z)\) by \(e^{i\phi}w(e^{-i\phi}z)\). The three terms acquire the factors \(e^{-i\phi}\), \(e^{i\phi}\) and \(e^{3i\phi}\). For \(\phi=120^\circ\) only the last factor is 1. Among homogeneous quadratic displacements, threefold symmetry therefore selects \(w=C\bar z^2\). Choosing \(C=ic\) with real \(c\),

\[
w=ic(x^2-y^2-2ixy)\;\Rightarrow\; u=c\,(2xy,\;x^2-y^2),
\]

or in polar components \(u_r=cr^2\sin3\theta\), \(u_\theta=cr^2\cos3\theta\). This is the triaxial field: three outward pulls alternating with three inward pushes. Its strains are

\[
\varepsilon_{xx}=2cy,\qquad \varepsilon_{yy}=-2cy,\qquad \varepsilon_{xy}=2cx .
\]

The bracket in \(B\) is \(4c+4c=8c\), with equal shares from the shear and from the difference of normal strains:

\[
B=\frac{4\hbar\beta\kappa c}{ea}.
\]

Uniformity alone does not single out this pattern, since any displacement with \({\rm Im}\,\partial_{\bar z}^2w=0\) can be added. Within the quadratic family, threefold symmetry fixes the pattern up to its size and orientation, which are set by the modulus and phase of \(C\).

## Strain gradient and crystal orientation

The principal strains are \(\pm\sqrt{(2cy)^2+(2cx)^2}=\pm2cr\). Their size grows linearly from the centre with gradient \(G=2c\). Now turn the pattern counterclockwise by \(\alpha\) relative to the crystal. The rule above gives \(C\to ice^{3i\alpha}\), with imaginary part \(c\cos3\alpha\), so

\[
B=\frac{2\hbar\beta\kappa}{ea}\,G\cos3\alpha .
\]

At \(\alpha=0\) the outward pulls, where \(\sin3\theta=1\), point along \(\theta=30^\circ,150^\circ,270^\circ\). These are the directions \(-\delta_n\), so the pulls lie along bonds (armchair directions) and the field is largest. At \(\alpha=30^\circ\) they lie along zigzag rows and the field vanishes: the strain is as large as before, but its vector potential is a pure gradient. At \(60^\circ\) pulls and pushes have changed places and the field is reversed.

The same rule covers other loads. If \(w\) is written in sample axes turned by \(\alpha\) from the crystal axes, then \(w\) and \(\partial_{\bar z}\) each acquire a factor \(e^{i\alpha}\), so

\[
B=\frac{2\hbar\beta\kappa}{ea}\,{\rm Im}\left(e^{3i\alpha}\partial_{\bar z}^2w\right).
\]

Take a ribbon bent within its plane, with \(\varepsilon_{xx}=gy\), free contraction \(\varepsilon_{yy}=-\nu gy\) and \(\varepsilon_{xy}=0\). Here \(4\partial_{\bar z}^2w=i(1+\nu)g\), hence

\[
B_{\rm ribbon}=\frac{\hbar\beta\kappa}{2ea}(1+\nu)\,g\cos3\alpha .
\]

To first order in strain this field is uniform too. The ribbon lacks the threefold symmetry of the triaxial pattern, however, so a correction linear in \(y\) remains, roughly 8 to 16 % in the field per deformed area where the strain reaches 5 %, depending on how the bending is continued beyond first order. At equal gradient and orientation the first-order ribbon field is \((1+\nu)/4\approx0.29\) of the triaxial one, because there is no shear gradient and the transverse strain is smaller. The ribbon strain also has the trace \((1-\nu)gy\), so the deformation potential adds a scalar potential already at first order. With a rough constant of 4 eV and no screening it reaches about 170 meV where the strain is 5 %. Its electric field is about \(0.77\,vB\) at \(\alpha=0\), enough to cut the level energies roughly in half. The triaxial pattern is traceless and has no such term.

## Forces and mechanical limits

The triaxial displacement has \(\nabla\cdot u=2cy-2cy=0\) and \(\nabla^2u=0\). It therefore satisfies the equilibrium equation of an isotropic sheet, \(K_2\nabla(\nabla\cdot u)+\mu\nabla^2u=0\), without body force. The load acts at the edge. The stress is \(2\mu\varepsilon\), and on a circle of radius \(R\) with normal \((x,y)/R\) the traction is

\[
T=\frac{4\mu c}{R}\,(2xy,\;x^2-y^2),\qquad |T|=4\mu cR .
\]

Its size is constant around the edge and its direction is that of \(u\).

Let \(\varepsilon_m=2cR\) be the principal strain at the edge. At \(\alpha=0\),

\[
B=\frac{2\hbar\beta\kappa\,\varepsilon_m}{eaR}.
\]

At fixed edge strain, a smaller disk has a stronger field. The formula ceases to describe Landau levels when the magnetic length \(l=\sqrt{\hbar/(e|B|)}\) approaches \(R\). From the last equation, \(R/l=\sqrt{2\beta\kappa\varepsilon_mR/a}\), which must be well above 1.

One principal strain is compressive everywhere except at the centre. The corresponding compressive stress reaches \(2\mu\varepsilon_m\) at the edge, and a large sheet without support buckles under it unless tension compensates. An isotropic stretch \(w=sz\) with real \(s\) adds the tensile stress \(2K_2s\) and no field at first order, because \(\partial_{\bar z}(sz)=0\). The compressive stress is gone once \(s\ge(\mu/K_2)\varepsilon_m\), about \(0.71\,\varepsilon_m\) for \(\nu=0.17\). The estimates below use the simpler choice \(s=\varepsilon_m\), which removes the compressive strain as well. The largest tensile strain is then \(2\varepsilon_m\), and half of the rupture strain remains for making the field.

## Landau levels

Let \(\pi=-i\nabla+eA/\hbar\) and take \(B>0\). Then \([\pi_x,\pi_y]=-ieB/\hbar=-i/l^2\). With \(\Pi=\pi_x-i\pi_y\),

\[
[\Pi,\Pi^\dagger]=2i[\pi_x,\pi_y]=\frac{2}{l^2},\qquad
E\psi_A=\hbar v\Pi\psi_B,\quad E\psi_B=\hbar v\Pi^\dagger\psi_A .
\]

Eliminating \(\psi_A\) gives \(E^2\psi_B=\hbar^2v^2\Pi^\dagger\Pi\psi_B\). By the commutator, \(\Pi^\dagger\Pi\) is an oscillator with eigenvalues \(2n/l^2\), so

\[
E_n=\pm\frac{\hbar v\sqrt{2n}}{l},\qquad n=0,1,2,\dots
\]

The zero level obeys \(\Pi\psi_B=0\), \(\psi_A=0\) and lives on sublattice B. At \(K'\) the role of \(\Pi\) is played by \(\Pi'=\pi'_x+i\pi'_y\) with \(\pi'=-i\nabla-eA/\hbar\). Two signs have changed, the commutator \([\Pi',\Pi'^\dagger]\) is again \(2/l^2\), and the zero level lies on B again. A real magnetic field would put the two valleys on opposite sublattices.

Each valley holds \(1/(2\pi l^2)\) zero-level states per area and spin. With area \(3\sqrt3a^2/2\) per B atom, two valleys give each B site the weight \(3\sqrt3a^2/(2\pi l^2)\).

These statements were tested on a tight-binding disk of 47,395 atoms placed at their displaced positions, with \(R=140a\), \(l=18a\) and 12.2 % edge strain. In units of \(t\), the first two levels at the centre were 0.1178 and 0.1668, against 0.1179 and 0.1667 from the formula. At a distance of \(36a\) the first level was 0.1183, so this level hardly depends on position there. The zero-level weight on a B site was 0.00256 (formula 0.00255), and on an A site it vanished to the printed digits. With the same strain turned by 20°, the first level was 0.0835 (formula 0.0833). At 30° the excess of B over A weight near zero energy was \(-0.03\) of a full zero level, consistent with no field.

## A disk of 100 nm radius

Take \(a=0.142\) nm, \(t=2.8\) eV, \(\beta=3\) and \(\nu=0.17\), rough typical values for graphene, with \(R=100\) nm and \(\varepsilon_m=5\,\%\). The gradient is \(G=0.05/(100\ {\rm nm})=5.0\times10^{-4}\ {\rm nm}^{-1}\), so \(c=2.5\times10^{-4}\ {\rm nm}^{-1}\), and the edge moves by \(cR^2=2.5\) nm. The field is

\[
B=\frac{2(6.582\times10^{-16}\,{\rm V\,s})(3)(0.588)(0.05)}{(1.42\times10^{-10}\,{\rm m})(1.00\times10^{-7}\,{\rm m})}=8.2\ {\rm T}\;(82\ {\rm kG}).
\]

Without sublattice relaxation it would be 13.9 T. Turning the pattern at fixed strain gives 7.1 T at 10°, 4.1 T at 20° and zero at 30°.

The magnetic length is 8.97 nm, so \(R/l\approx11\), and a zero level has room for about \(R^2/(2l^2)=62\) states per valley and spin. With \(\hbar v=0.596\) eV nm,

\[
E_1=\frac{\sqrt2\times0.596\ {\rm eV\,nm}}{8.97\ {\rm nm}}=94\ {\rm meV},\qquad E_2=\sqrt2E_1=133\ {\rm meV}.
\]

For a rough two-dimensional Young modulus \(Y=340\) N/m, \(\mu=Y/[2(1+\nu)]=145\) N/m, and the edge traction is \(2\mu\varepsilon_m=14.5\) N/m.

## What first order leaves out

The field correction linear in \(r\) vanishes by symmetry at every \(\alpha\): pattern and lattice share a threefold axis, and no linear function of \(x\) and \(y\) is unchanged by a 120° turn. At \(\alpha=0\), using full bond lengths but with the sublattice shift still linear in strain, the local field exceeds the formula by about 0.8 % at \(R/2\) and by 2.8 to 3.7 % at the edge. Doubling the distance multiplies the excess by about four, as a quadratic correction should. The velocity at the edge lies between 0.945 and 1.038 of \(v\), depending on place and direction.

The area changes only at second order, by the fraction \(-(2cr)^2\), so the deformation potential gives no scalar potential at first order. With a rough constant of 4 eV and no screening, second-order terms are of the order of \(4\ {\rm eV}\times0.05^2=10\) meV at the edge, about a tenth of \(E_1\). Their sign and exact size are left open, because the area shrinks while the mean bond length grows.

Flatness is the most demanding assumption. A hinged strip of width \(2R\) with a rough bending stiffness of 1.4 eV buckles at a compressive strain near \(1.6\times10^{-7}\), far below 5 %. The sheet must be held down or pre-stretched. Adhesion to a substrate alone is not enough for this example: for adhesion energies of 0.2 to 0.45 J/m², a sheet on such a foundation wrinkles at a compressive force of roughly 6 to 11 N/m, which corresponds to \(\varepsilon_m\) of 2 to 4 %. If \(\kappa\) keeps its unstretched value, an isotropic pre-strain of 5 % multiplies the central field by 0.907, which is \(1/1.05^2\): the same flux is spread over a larger area. A change of \(\kappa\) with stretching would alter this factor somewhat. The velocity falls to 0.904 of its value, and \(E_1\) to 0.861, or 81 meV.

For a rough rupture strain of 20 %, the first-order formula gives 33 T if a compression of 20 % could be held flat, which adhesion to a substrate cannot do, and 16 T if pre-strain uses half the range. Both are extrapolations of a linear theory to large strain, not established maxima. In the second case the area factor \(1/1.1^2\) alone lowers the field to about 14 T.

## Beside a real graphene device

The electronic and elastic inputs are typical of graphene, but 5 % edge strain is high. At a more modest 1 % and the same radius the field is 1.6 T, and \(E_1\), which scales as \(\sqrt B\), is 42 meV. A real device may also break the assumption of a flat sheet with a prescribed traction all around its edge. Compensating compression by the 5 % pre-strain lowers \(E_1\) by about 14 % at fixed \(\kappa\); the effect of an uneven edge load depends on the clamp and is not estimated here. For the 5 % example, \(k_BT\) is 26 meV at 300 K, not small beside the 39 meV between \(E_1\) and \(E_2\), while at 77 K it is 6.6 meV. A rough mobility \(m=10^4\) cm²/Vs corresponds to a transport scattering time \(\tau=mE_1/(ev^2)\) and a broadening of roughly \(\hbar/\tau=5.7\) meV, also below the spacing. This is the zero-field width. For separated levels with spacing \(\Delta E\), short-range scattering gives a half-width of order \(\sqrt{(2/\pi)\,\Delta E\,\hbar/\tau}\approx12\) meV. Small-angle scattering, which hardly affects the mobility, can broaden the levels further. In the 5 % example, cooling to 77 K, where thermal smearing spans about \(3.5k_BT=23\) meV, should leave the first levels distinguishable with a modest margin, provided that this extra broadening is small and the strain itself is even. At 1 % edge strain it is not enough to separate \(E_1\) from \(E_2\): their spacing is only 17 meV, while \(\hbar/\tau\), which grows as \(1/E_1\) at fixed mobility, is about 13 meV, and thermal smearing comes on top. Such a device needs a cleaner sheet as well as a lower temperature. The numerical output below lists the values used.

## Computed results

```
inputs: a = 0.142 nm, t = 2.8 eV, beta = 3.0
Poisson ratio = 0.17, 2D Young modulus = 340.0 N/m
disk radius = 100.0 nm, edge strain = 5.0 %
Keating stiffness ratio p = 0.488
relaxation factor kappa = 0.588
strain gradient G = 5.00e-04 1/nm
coefficient c = 2.50e-04 1/nm
largest displacement c R^2 = 2.50 nm
pseudomagnetic field B = 8.18 T
B without sublattice relaxation = 13.91 T
B times R per 1 % edge strain = 163.6 T nm
B at alpha = 0 deg: 8.18 T
B at alpha = 10 deg: 7.08 T
B at alpha = 20 deg: 4.09 T
B at alpha = 30 deg: 0.00 T
B at alpha = 60 deg: -8.18 T
magnetic length = 8.97 nm
hbar v = 0.5964 eV nm, v = 9.061e+05 m/s
levels E1 = 94.0 meV, E2 = 133.0 meV
zero-level states per valley and spin = 62.1
2D shear modulus = 145.3 N/m
edge traction = 14.53 N/m
rupture strain (rough input) = 20 %
formula limit, compression held = 32.7 T
formula limit, pre-strained = 16.4 T
-- lattice disk test, energies in units of t --
atoms = 47395, R = 140 a, l = 18 a
disk edge strain = 12.2 %
E1 lattice = 0.1178, formula = 0.1179
E2 lattice = 0.1668, formula = 0.1667
E1 at r = 36 a: 0.1183
E1 at 20 deg = 0.0835, formula = 0.0833
zero-level weight, B site = 0.00256, formula = 0.00255
zero-level weight, A site = 0.00000
B-A excess at 30 deg / zero-level weight = -0.034
-- neglected effects in the example --
B(R/2)/B formula: 1.0075 to 1.0085
B(R)/B formula: 1.0284 to 1.0366
edge velocity / v: 0.945 to 1.038
scalar potential at edge = 10.0 meV (D = 4.0 eV)
5 % pre-strain: B factor 0.907, v factor 0.904
E1 factor with pre-strain = 0.861
free-sheet buckling strain = 1.6e-07 (bending 1.4 eV)
kT at 300 K = 25.9 meV, at 77 K = 6.6 meV
mobility = 10000 cm2/Vs, mobility*B = 8.2
disorder broadening hbar/tau at E1 = 5.7 meV
```
